# Why a hotter anneal can leave more metal in the wafer: test program

```python
"""
Result under test: annealing hotter does not always getter more metal.
A wafer (thickness W) holds dissolved metal; a getter layer (thickness L)
on its back holds k times the wafer concentration at equilibrium.
  alpha = k L / W      capacity of the getter relative to the wafer
  theta = D t / W^2    dimensionless anneal time
  f = fraction of the metal still in the wafer
    = 1/(1+alpha) + sum 2 alpha^2 exp(-q^2 theta)/(1+alpha+alpha^2 q^2),
  where tan q = -alpha q, q > 0.
If k falls with temperature, f at fixed time can have a minimum in T.
Independent road: exact counting of atoms on sites for k, and a
conservative finite-volume diffusion calculation for f.
Units: cm, s, K, eV. Material parameters are rough round values.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import erfcx

KB = const.k / const.e                 # eV/K
WAFER = 500e-4                         # cm
GETTER = 2e-4                          # cm
D_PREF, E_MIG = 0.1, 1.1               # cm2/s, eV
HOST_SITES, TRAPS = 4.4e22, 1e19       # cm^-3
E_BIND, H_SOL = 1.4, 1.6               # eV
C_START = 1e12                         # cm^-3
HOUR = 3600.0
TIME = 4 * HOUR
RATIO = GETTER / WAFER
CELLS = 120


def diffusivity(T):
    return D_PREF * np.exp(-E_MIG / (KB * T))


def segregation(T):
    return 1 + TRAPS / HOST_SITES * np.exp(E_BIND / (KB * T))


def solubility_wafer(T):
    return HOST_SITES * np.exp(-H_SOL / (KB * T))


def solubility_getter(T):
    bound = TRAPS * np.exp(-(H_SOL - E_BIND) / (KB * T))
    return solubility_wafer(T) + bound


def capacity_ratio(T):
    return segregation(T) * RATIO


def dose(T, t):
    return diffusivity(T) * t / WAFER**2


def mode_roots(alpha, count=250):
    n_pi = np.pi * np.arange(1, count + 1)
    q = n_pi.copy()
    for _ in range(60):
        q = n_pi - np.arctan(alpha * q)
    return q


def series_residue(alpha, theta):
    q = mode_roots(alpha)
    weight = 2 * alpha**2 / (1 + alpha + alpha**2 * q**2)
    return 1 / (1 + alpha) + np.sum(weight * np.exp(-q**2 * theta))


def series_front(alpha, theta):
    q = mode_roots(alpha)
    c = np.cos(q)
    amp = -2 * alpha * c / (1 + alpha * c**2)
    return 1 / (1 + alpha) + np.sum(amp * np.exp(-q**2 * theta))


def propagate(content, capacity, resistance, theta):
    """Exact time evolution of a chain of cells exchanging metal."""
    g = 1 / resistance
    diag = np.zeros(len(capacity))
    diag[:-1] += g
    diag[1:] += g
    s = np.sqrt(capacity)
    val, vec = eigh_tridiagonal(diag / capacity, -g / (s[:-1] * s[1:]))
    return s * (vec @ (np.exp(-val * theta) * (vec.T @ (content / s))))


def clean_start():
    return np.append(np.full(CELLS, 1 / CELLS), 0.0)


def mixed_step(content, alpha, theta):
    h = 1 / CELLS
    capacity = np.append(np.full(CELLS, h), alpha)
    resistance = np.append(np.full(CELLS - 1, h), h / 2)
    return propagate(content, capacity, resistance, theta)


def grid_residue(alpha, theta):
    return mixed_step(clean_start(), alpha, theta)[:-1].sum()


def schedule(stages):
    content = clean_start()
    for T, t in stages:
        content = mixed_step(content, capacity_ratio(T), dose(T, t))
    return content[:-1].sum()


def resolved_getter_residue(T, t, layers=12):
    """Metal must also diffuse, slowed by traps, inside the getter."""
    h, hg = 1 / CELLS, RATIO / layers
    capacity = np.r_[np.full(CELLS, h), np.full(layers, segregation(T) * hg)]
    resistance = np.r_[np.full(CELLS - 1, h), (h + hg) / 2,
                       np.full(layers - 1, hg)]
    start = np.r_[np.full(CELLS, h), np.zeros(layers)]
    return propagate(start, capacity, resistance, dose(T, t))[:CELLS].sum()


def best_temperature(function):
    r = minimize_scalar(function, bounds=(750, 1200), method="bounded",
                        options={"xatol": 1e-3})
    return r.x, r.fun


# Segregation law against exact canonical counting of a few atoms on sites
wafer_sites, layer_sites, trap_sites, atoms = 10**8, 10**7, 20000, 5
for x in (6.0, 8.0, 10.0):             # binding energy / thermal energy
    w = [math.comb(trap_sites, n)
         * math.comb(wafer_sites + layer_sites, atoms - n) * math.exp(n * x)
         for n in range(atoms + 1)]
    trapped = sum(n * v for n, v in enumerate(w)) / sum(w) / atoms
    counted = (1 - trapped) * wafer_sites / (wafer_sites + layer_sites)
    k_model = 1 + trap_sites / layer_sites * math.exp(x)
    predicted = 1 / (1 + k_model * layer_sites / wafer_sites)
    assert abs(counted / predicted - 1) < 2e-3   # finite trap filling

# Temperature slope of k from the two solubilities
for T in (850.0, 1000.0, 1150.0):
    def log_ratio(x):
        return np.log(solubility_getter(x) / solubility_wafer(x))
    slope = (log_ratio(T + 0.1) - log_ratio(T - 0.1)) / 0.2
    k = segregation(T)
    assert abs(slope / (-E_BIND * (k - 1) / k / (KB * T**2)) - 1) < 1e-5

# Series against finite volumes: mean residue and front-surface value
worst = 0.0
for alpha in (0.3, 2.0, 15.0, 80.0):
    for theta in (0.03, 0.2, 1.0, 4.0):
        c = mixed_step(clean_start(), alpha, theta)
        assert abs(c.sum() - 1) < 1e-9
        worst = max(worst, abs(c[:-1].sum() - series_residue(alpha, theta)))
        assert abs(c[0] * CELLS - series_front(alpha, theta)) < 5e-4
assert worst < 3e-4                    # grid error of second order

# Short-time law and its limit independent of the getter capacity
for alpha, theta in ((0.5, 0.004), (5.0, 0.004), (60.0, 0.002)):
    early = alpha * (1 - erfcx(math.sqrt(theta) / alpha))
    assert abs(early - (1 - series_residue(alpha, theta))) < 1e-7
early_ratio = (1 - series_residue(60.0, 0.002)) / (
    2 * math.sqrt(0.002 / math.pi))
assert abs(early_ratio - 1) < 2e-3

# Residue falls with capacity and with time
table = np.array([[grid_residue(a, th) for th in (0.05, 0.2, 0.6, 1.5)]
                  for a in (0.3, 1.0, 4.0, 15.0, 60.0)])
assert np.all(np.diff(table, axis=0) < 0)
assert np.all(np.diff(table, axis=1) < 0)


# Optimum: minimum on the grid against the balance of logarithmic slopes
def log_slopes(T, t):
    a, th, d = capacity_ratio(T), dose(T, t), 1e-4
    by_time = (series_residue(a, th * math.exp(d))
               - series_residue(a, th * math.exp(-d))) / (2 * d)
    by_capacity = (series_residue(a * math.exp(d), th)
                   - series_residue(a * math.exp(-d), th)) / (2 * d)
    return by_time, by_capacity


def seg_energy(T):
    return E_BIND * (1 - 1 / segregation(T))


def balance(T):
    by_time, by_capacity = log_slopes(T, TIME)
    return E_MIG * by_time - seg_energy(T) * by_capacity


T_best, f_best = best_temperature(
    lambda T: grid_residue(capacity_ratio(T), dose(T, TIME)))
T_balance = brentq(balance, 850, 1150)
assert abs(T_best - T_balance) < 0.5
optima = [best_temperature(
    lambda T, t=h * HOUR: series_residue(capacity_ratio(T), dose(T, t)))
    for h in (1, 4, 16)]
assert optima[0][0] > optima[1][0] > optima[2][0]
assert optima[0][1] > optima[1][1] > optima[2][1]
T_front, front_best = best_temperature(
    lambda T: series_front(capacity_ratio(T), dose(T, TIME)))
assert T_front > T_best

# Crossover between a cool and a hot anneal
T_COOL, T_HOT = 950.0, 1100.0


def cool_minus_hot(t):
    return (series_residue(capacity_ratio(T_COOL), dose(T_COOL, t))
            - series_residue(capacity_ratio(T_HOT), dose(T_HOT, t)))


t_cross = brentq(cool_minus_hot, 60, 1e6)
signs = np.sign([cool_minus_hot(t) for t in np.geomspace(60, 1e6, 80)])
assert np.count_nonzero(np.diff(signs)) == 1
for factor, sign in ((0.8, 1), (1.25, -1)):
    t = factor * t_cross
    gap = schedule([(T_COOL, t)]) - schedule([(T_HOT, t)])
    assert sign * gap > 1e-3
f_cross = series_residue(capacity_ratio(T_COOL), dose(T_COOL, t_cross))

# Counterexample: k rises with temperature, so hotter is always better
COUNTER_PREF, COUNTER_E = 1e5, 0.3
counter_T = np.arange(800.0, 1151.0, 50.0)
counter = np.array([grid_residue(
    RATIO * COUNTER_PREF * math.exp(-COUNTER_E / (KB * T)), dose(T, TIME))
    for T in counter_T])
assert np.all(np.diff(counter) < 0)

# Two equal stages against the best isothermal anneal of the same length
two = minimize(lambda p: schedule([(p[0], TIME / 2), (p[1], TIME / 2)]),
               [T_best + 30, T_best - 30], method="Nelder-Mead",
               options={"xatol": 0.05, "fatol": 1e-8, "maxiter": 150})
assert two.x[0] > two.x[1] and two.fun < f_best - 1e-3


# Sizes of neglected effects
def with_cooling(T, rate=10 / 60, stop=750.0, step=5.0):
    stages = [(T, TIME)]
    while T > stop:
        stages.append((T - step / 2, step / rate))
        T -= step
    return schedule(stages)


T_LIMIT = 1150.0
f_limit = series_residue(capacity_ratio(T_LIMIT), dose(T_LIMIT, TIME))
cooled_best, cooled_limit = with_cooling(T_best), with_cooling(T_LIMIT)
assert cooled_best < cooled_limit
T_res, f_res = best_temperature(lambda T: resolved_getter_residue(T, TIME))
assert abs(f_res - f_best) < 0.01
filling = C_START * (1 - f_best) / RATIO / TRAPS
assert filling < 0.01
CAPTURE_RADIUS = 0.5e-7                # cm
release = segregation(T_best) / (
    4 * math.pi * CAPTURE_RADIUS * diffusivity(T_best) * TRAPS)
assert release < 0.01 * TIME
T_precip = H_SOL / (KB * math.log(HOST_SITES / C_START))
assert T_precip < 850 and solubility_wafer(T_best) > C_START

GAP, MASS_E, MASS_H = 0.40, 0.55, 0.35  # hot germanium, rough


def band_density(mass, T):
    return 2e-6 * (2 * math.pi * mass * const.m_e * const.k * T
                   / const.h**2)**1.5


n_i = math.sqrt(band_density(MASS_E, T_best) * band_density(MASS_H, T_best)
                ) * math.exp(-GAP / (2 * KB * T_best))
charge_factor = math.exp(math.asinh(TRAPS / (2 * n_i)))
charged = [best_temperature(lambda T, s=s: series_residue(
    s * capacity_ratio(T), dose(T, TIME)))
    for s in (1 / charge_factor, charge_factor)]
assert all(760 < c[0] < 1190 for c in charged)

print(f"wafer {WAFER*1e4:.0f} um, getter {GETTER*1e4:.0f} um, "
      f"time {TIME/HOUR:.0f} h")
print(f"D0 {D_PREF} cm2/s, Em {E_MIG} eV, Eb {E_BIND} eV, H_d {H_SOL} eV")
print(f"host sites {HOST_SITES:.1e}, traps {TRAPS:.0e}, "
      f"C0 {C_START:.0e} cm^-3")
print("T[K] D[cm2/s] S_d[cm^-3] S_g[cm^-3] k alpha theta f_eq f front")
for T in np.arange(850.0, 1151.0, 50.0):
    a, th = capacity_ratio(T), dose(T, TIME)
    print(f"{T:.0f} {diffusivity(T):.2e} {solubility_wafer(T):.2e} "
          f"{solubility_getter(T):.2e} {segregation(T):.0f} {a:.2f} "
          f"{th:.3f} {1/(1+a):.4f} {series_residue(a, th):.4f} "
          f"{series_front(a, th):.4f}")
print(f"largest series-grid difference in f: {worst:.1e}")
print(f"early removal / k-free law (alpha 60, theta 0.002): "
      f"{early_ratio:.5f}")
print(f"best T, grid minimum: {T_best:.1f} K = {T_best-273.15:.1f} C")
print(f"best T, slope balance: {T_balance:.1f} K")
print(f"residue at best T: {f_best:.4f} = {f_best*C_START:.2e} cm^-3")
print(f"residue at {T_LIMIT:.0f} K: {f_limit:.4f} "
      f"= {f_limit*C_START:.2e} cm^-3")
print(f"at best T: k {segregation(T_best):.0f}, "
      f"alpha {capacity_ratio(T_best):.2f}, "
      f"theta {dose(T_best, TIME):.3f}, "
      f"f_eq {1/(1+capacity_ratio(T_best)):.4f}")
slopes = log_slopes(T_balance, TIME)
print(f"slopes at balance: df/dln(theta) {slopes[0]:.5f}, "
      f"df/dln(alpha) {slopes[1]:.5f}")
print(f"E_s at balance: {seg_energy(T_balance):.4f} eV")
for h, (T, f) in zip((1, 4, 16), optima):
    print(f"anneal {h} h: best T {T:.1f} K, residue {f:.4f}")
print(f"front surface: best T {T_front:.1f} K, C/C0 {front_best:.4f}")
print(f"crossover {T_COOL:.0f}/{T_HOT:.0f} K: {t_cross/HOUR:.3f} h, "
      f"residue {f_cross:.4f}")
for h in (1, 4):
    print(f"after {h} h: " + ", ".join(
        f"{T:.0f} K residue "
        f"{series_residue(capacity_ratio(T), dose(T, h*HOUR)):.4f}"
        for T in (T_COOL, T_HOT)))
print(f"counterexample k = {COUNTER_PREF:.0e} exp(-{COUNTER_E} eV/kT):")
print("  residue at 800, 950, 1150 K: "
      f"{counter[0]:.4f}, {counter[3]:.4f}, {counter[-1]:.4f}")
print(f"two stages of {TIME/HOUR/2:.0f} h: {two.x[0]:.1f} K then "
      f"{two.x[1]:.1f} K, residue {two.fun:.4f}")
print("neglected effects:")
print(f"  getter transport: best T {T_res:.1f} K, residue {f_res:.4f}")
print(f"  trap filling at best T: {filling:.1e}")
print(f"  trap release time (radius {CAPTURE_RADIUS*1e7:.1f} nm): "
      f"{release:.1e} s")
print(f"  precipitation of C0 below: {T_precip:.0f} K")
print(f"  cooling 10 K/min to 750 K: from best T {cooled_best:.4f}, "
      f"from {T_LIMIT:.0f} K {cooled_limit:.4f}")
print(f"  rough gap {GAP:.2f} eV, DOS masses {MASS_E}, {MASS_H} m_e")
print(f"  n_i at best T {n_i:.1e} cm^-3, charge factor "
      f"{charge_factor:.2f}")
for name, (T, f) in zip(("divided", "multiplied"), charged):
    print(f"  k {name} by factor: best T {T:.1f} K, residue {f:.4f}")
print("all assertions hold")
```

Running it gives:

```
wafer 500 um, getter 2 um, time 4 h
D0 0.1 cm2/s, Em 1.1 eV, Eb 1.4 eV, H_d 1.6 eV
host sites 4.4e+22, traps 1e+19, C0 1e+12 cm^-3
T[K] D[cm2/s] S_d[cm^-3] S_g[cm^-3] k alpha theta f_eq f front
850 3.01e-08 1.43e+13 6.52e+17 45433 181.73 0.173 0.0055 0.5317 0.8218
900 6.92e-08 4.83e+13 7.59e+17 15712 62.85 0.399 0.0157 0.3092 0.4797
950 1.46e-07 1.43e+14 8.69e+17 6077 24.31 0.841 0.0395 0.1299 0.1839
1000 2.86e-07 3.80e+14 9.82e+17 2585 10.34 1.647 0.0882 0.0973 0.1031
1050 5.25e-07 9.20e+14 1.10e+18 1193 4.77 3.025 0.1733 0.1734 0.1734
1100 9.12e-07 2.06e+15 1.21e+18 591 2.36 5.256 0.2973 0.2973 0.2973
1150 1.51e-06 4.28e+15 1.33e+18 311 1.25 8.705 0.4453 0.4453 0.4453
largest series-grid difference in f: 2.8e-05
early removal / k-free law (alpha 60, theta 0.002): 0.99934
best T, grid minimum: 985.1 K = 712.0 C
best T, slope balance: 985.1 K
residue at best T: 0.0916 = 9.16e+10 cm^-3
residue at 1150 K: 0.4453 = 4.45e+11 cm^-3
at best T: k 3304, alpha 13.22, theta 1.358, f_eq 0.0703
slopes at balance: df/dln(theta) -0.07547, df/dln(alpha) -0.05931
E_s at balance: 1.3996 eV
anneal 1 h: best T 1054.4 K, residue 0.2458
anneal 4 h: best T 985.1 K, residue 0.0916
anneal 16 h: best T 915.1 K, residue 0.0260
front surface: best T 994.0 K, C/C0 0.1019
crossover 950/1100 K: 2.045 h, residue 0.2974
after 1 h: 950 K residue 0.4918, 1100 K residue 0.3046
after 4 h: 950 K residue 0.1299, 1100 K residue 0.2973
counterexample k = 1e+05 exp(-0.3 eV/kT):
  residue at 800, 950, 1150 K: 0.7190, 0.1662, 0.0491
two stages of 2 h: 1025.9 K then 953.7 K, residue 0.0740
neglected effects:
  getter transport: best T 985.3 K, residue 0.0918
  trap filling at best T: 2.3e-05
  trap release time (radius 0.5 nm): 2.2e-03 s
  precipitation of C0 below: 758 K
  cooling 10 K/min to 750 K: from best T 0.0794, from 1150 K 0.2587
  rough gap 0.40 eV, DOS masses 0.55, 0.35 m_e
  n_i at best T 4.1e+18 cm^-3, charge factor 2.79
  k divided by factor: best T 963.4 K, residue 0.1692
  k multiplied by factor: best T 1004.0 K, residue 0.0452
all assertions hold
```
